**Filled hydrogenic shells: Thomas-Fermi, Scott and higher terms of the energy**

For $N$ non-interacting, non-relativistic electrons filling shells $1,\dots,K$ of a point nucleus of charge $Z$, the energy in hartree is $E=-Z^2K=-Z^2[y-\tfrac12+\tfrac{1}{12y}-\tfrac{1}{5184y^5}+\tfrac{1}{62208y^7}-\dots]$ with $y=(3N/2)^{1/3}$, and with a fraction $f$ of shell $K+1$ filled the coefficient $1/12$ becomes $1/12-f(1-f)$. The program asserts the levels, degeneracies and kinetic and potential energies against diagonalization in even-tempered Gaussians, the shell count and midpoint-rule identities symbolically, and the series coefficients of $w=(K+\tfrac12)/y$ in $e=1/(4y^2)$ by exact recursion against Lagrange inversion, with cubed radius of convergence $27/4$. It asserts Cardano's closed form, the summed series and the remainders against explicit shell filling in 50-digit arithmetic, and the open-shell coefficient at large $K$. Quadrature with a root search for the chemical potential confirms the Thomas-Fermi energy $-Z^2y$, and a trial density of another shape lies higher. The accumulated error $C(R)$ of the nuclear attraction inside radius $R$, in units of $Z^2$, is asserted to equal 1 over all space for $K=3$ and to be within 0.1 of 1 at $ZR=1$, a sphere holding less than one electron. For Ge$^{4+}$ ($Z=32$, $N=28$, $K=3$) the output shows the terms $-96857.60$, $+13932.23$ and $-668.02$ eV summing to within about 0.01 eV of the exact model energy $-83593.38$ eV. A non-relativistic RHF/cc-pVDZ calculation gives the same shell occupation and $-56373$ eV, which measures the effect of the neglected repulsion.

## Numerical verification

```python
# Result under test (atomic units): N non-interacting electrons filling hydrogenic
# shells n=1..K of nuclear charge Z have E = -Z^2 K, and with y=(3N/2)^(1/3)
#   E = -Z^2 [ y - 1/2 + 1/(12 y) - 1/(5184 y^5) + 1/(62208 y^7) - ... ].
# -Z^2 y is the Thomas-Fermi (TF) minimum, Z^2/2 the Scott term. x=K+1/2=y*w,
# e=1/(4y^2), w^3=1+e*w. With a fraction f of shell K+1 filled, 1/12 -> 1/12-f(1-f).
# TF chemical potential mu=-Z^2/(2 nu^2), edge r0=Z/|mu|.
# C(R) = -Z int_{r<R} (n_K - n_TF[nu=x])/r d^3r / Z^2 locates the Scott term.
from fractions import Fraction as Fr
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.constants import physical_constants as pc
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln
from pyscf import gto, scf, lib

lib.num_threads(1)
scf.hf.MUTE_CHKFILE = True
EV = pc['Hartree energy in eV'][0]
ANG = pc['Bohr radius'][0] * 1e10
mp.mp.dps = 50
Z, K, N = 32, 3, 28
print(f"hartree = {EV:.6f} eV; bohr = {ANG:.6f} angstrom")
print(f"Z = {Z}, K = {K}, N = {N}; Z^2 hartree = {Z*Z*EV:.3f} eV")

# one-electron spectrum by diagonalization in even-tempered Gaussians
basis = [[l, [0.5 * 1.8**i, 1.0]] for l, m in enumerate((32, 22, 16, 12)) for i in range(m)]
mol = gto.M(atom='Ge 0 0 0', basis={'Ge': basis}, charge=4, verbose=0)
Tm, Vm, Sm = mol.intor('int1e_kin'), mol.intor('int1e_nuc'), mol.intor('int1e_ovlp')
eps, vec = eigh(Tm + Vm, Sm)
pos = 0
for n in range(1, 5):
    level = -Z * Z / (2 * n * n)
    block = eps[pos:pos + n * n]
    # tolerance: basis incompleteness, largest for the diffuse n=4 shell
    assert np.max(abs(block / level - 1)) < (1e-4 if n < 4 else 1e-3)
    print(f"level n={n}: formula {level*EV:.2f} eV, basis mean {block.mean()*EV:.2f} eV")
    pos += n * n
assert eps[pos] > -Z * Z / 40
occ = vec[:, :N // 2]
T_b = 2 * np.trace(occ.T @ Tm @ occ)
V_b = 2 * np.trace(occ.T @ Vm @ occ)
E_ex = -Z * Z * K
assert abs((T_b + V_b) / E_ex - 1) < 1e-4
assert abs(T_b / (Z * Z * K) - 1) < 1e-3 and abs(V_b / (2 * E_ex) - 1) < 1e-3
print(f"basis: E = {(T_b+V_b)*EV:.1f} eV, T = {T_b*EV:.0f} eV, V = {V_b*EV:.0f} eV")

# symbolic sums and midpoint rule
k, m = sp.symbols('k m', positive=True)
xs = k + sp.Rational(1, 2)
count = sp.summation(2 * m**2, (m, 1, k))
assert sp.expand(count - k * (k + 1) * (2 * k + 1) / 3) == 0
assert sp.expand(3 * count / 2 - (xs**3 - xs / 4)) == 0
assert sp.expand(count - sp.integrate(2 * m**2, (m, sp.Rational(1, 2), xs)) + k / 6) == 0
assert sp.expand(count - sp.integrate(2 * m**2, (m, 0, xs)) + xs / 6) == 0

# series of w(e): order-by-order recursion against Lagrange inversion
w, w2 = [Fr(1)], [Fr(1)]
for j in range(1, 122):
    A = sum((w[i] * w[j - i] for i in range(1, j)), Fr(0))
    B = sum((w2[i] * w[j - i] for i in range(1, j)), Fr(0))
    w.append((w[j - 1] - A - B) / 3)
    w2.append(2 * w[j] + A)
def binom(a, b):
    out = Fr(1)
    for i in range(b):
        out *= (a - i) / (i + 1)
    return out
for j in range(1, 122):
    assert w[j] == binom(Fr(j - 2, 3), j - 1) / (3 * j)
print("w coefficients c1..c4:", *w[1:5])
print("x coefficients of 1/y, 1/y^3, 1/y^5, 1/y^7:", *[w[j] / 4**j for j in range(1, 5)])
# square-root branch point: c_j ~ j^(-3/2) R^(-j); residual error O(1/j^2)
R3 = float(abs(w[118] / w[121])) * (118 / 121)**1.5
assert abs(R3 / 6.75 - 1) < 5e-3
print(f"radius^3 from coefficient ratio = {R3:.4f}; radius = {R3**(1/3):.4f}")

def fill(n_el):
    """-E/Z^2 by filling shells one after another."""
    left, n, energy = n_el, 1, Fr(0)
    while left > 0:
        take = min(left, 2 * n * n)
        energy += Fr(take, 2 * n * n)
        left -= take
        n += 1
    return mp.mpf(energy.numerator) / energy.denominator
def shells(kk):
    return sum(2 * n * n for n in range(1, kk + 1))
def yof(n_el):
    return mp.cbrt(mp.mpf(3 * n_el) / 2)
half = mp.mpf(1) / 2
for kk in (1, 2, 3, 10, 100):
    ne = shells(kk); yy = yof(ne); ex = fill(ne)
    s = yy * mp.cbrt((1 + mp.sqrt(1 - 1 / (432 * yy**6))) / 2)
    assert abs(s + 1 / (12 * s) - half - ex) < 1e-40
    ser = yy * sum(mp.mpf(c.numerator) / c.denominator / (4 * yy**2)**j for j, c in enumerate(w))
    assert abs(ser - half - ex) < 1e-40
    r3 = ex - (yy - half + 1 / (12 * yy))
    assert abs(-5184 * yy**5 * r3 - 1) < 0.1 / yy**2
    assert abs(62208 * yy**7 * (r3 + 1 / (5184 * yy**5)) - 1) < 0.01 / yy**2
    print(f"K={kk}: N={ne}, y={float(yy):.6f}, e={float(1/(4*yy**2)):.5f}, 3-term remainder={float(r3):.3e}")
print(f"N=Z coefficients: Z^(7/3) {-1.5**(1/3):.6f}, Z^(5/3) {-(2/3)**(1/3)/12:.6f} hartree")

# open shells
for kk in (199, 399):
    for f in (0.125, 0.5, 0.75):
        ne = shells(kk) + round(f * 2 * (kk + 1)**2); yy = yof(ne)
        coef = float((fill(ne) - yy + half) * yy)
        assert abs(coef - (1 / 12 - f * (1 - f))) < 2 / kk
        if kk == 399:
            print(f"open shell K={kk} f={f}: 1/y coefficient {coef:.4f}, formula {1/12-f*(1-f):.4f}")

# Thomas-Fermi by quadrature
for a, b, val in ((1.5, 2.5, mp.pi / 16), (0.5, 2.5, 3 * mp.pi / 8), (0.5, 3.5, 5 * mp.pi / 16)):
    q = mp.quad(lambda t: 2 * mp.sin(t)**(2 * a - 1) * mp.cos(t)**(2 * b - 1), [0, mp.pi / 2])
    assert abs(q - val) < 1e-30
gx, gw = np.polynomial.legendre.leggauss(400)
CF = 0.3 * (3 * np.pi**2)**(2 / 3)
def n_tf(r, mu):
    return (2 * np.maximum(mu + Z / r, 0))**1.5 / (3 * np.pi**2)
def functional(r, dv, dens):
    return np.sum(dv * dens), CF * np.sum(dv * dens**(5 / 3)), -Z * np.sum(dv * dens / r)
def tf(mu):
    th = (gx + 1) * np.pi / 4; r0 = Z / abs(mu)
    r = r0 * np.sin(th)**2
    dv = 4 * np.pi * r**2 * 2 * r0 * np.sin(th) * np.cos(th) * gw * np.pi / 4
    return functional(r, dv, n_tf(r, mu))
def sqrt_grid(rmax):
    t = (gx + 1) * np.sqrt(rmax) / 2
    return t**2, 4 * np.pi * t**4 * 2 * t * gw * np.sqrt(rmax) / 2
y = float(yof(N))
mu = brentq(lambda u: tf(u)[0] - N, -500.0, -1.0, xtol=1e-13)
_, T_tf, V_tf = tf(mu)
assert abs(mu / (-Z * Z / (2 * y * y)) - 1) < 1e-9
assert abs(T_tf / (Z * Z * y) - 1) < 1e-9 and abs(V_tf / (-2 * Z * Z * y) - 1) < 1e-9
assert eps[N // 2 - 1] < mu < eps[N // 2]
r, dv = sqrt_grid(20.0)
trial = r**-1.5 * np.exp(-3 * r); trial *= N / np.sum(dv * trial)
_, T_tr, V_tr = functional(r, dv, trial)
E_tr = -V_tr**2 / (4 * T_tr)   # best energy over uniform scalings of the trial density
assert E_tr > T_tf + V_tf + 1.0
print(f"TF: mu = {mu*EV:.2f} eV, r0 = {Z/abs(mu)*ANG:.4f} angstrom, 1/Z = {ANG/Z:.5f} angstrom")
print(f"TF quadrature: T = {T_tf*EV:.2f} eV, V = {V_tf*EV:.2f} eV, E = {(T_tf+V_tf)*EV:.2f} eV")
print(f"best scaled trial r^-1.5 exp(-a r): E = {E_tr*EV:.1f} eV")

# exact densities and the location of the Scott term
def n_shells(r, kk):
    out = np.zeros_like(r)
    for n in range(1, kk + 1):
        rho = 2 * Z * r / n
        for l in range(n):
            lg = 3 * np.log(2 * Z / n) + gammaln(n - l) - np.log(2 * n) - gammaln(n + l + 1)
            out += (2 * (2 * l + 1) / (4 * np.pi) * np.exp(lg - rho + 2 * l * np.log(rho))
                    * eval_genlaguerre(n - l - 1, 2 * l + 1, rho)**2)
    return out
r, dv = sqrt_grid(150.0 / Z)
N_q, _, V_q = functional(r, dv, n_shells(r, K))
assert abs(N_q - N) < 1e-9 and abs(V_q / (2 * E_ex) - 1) < 1e-10
C_inf = (V_q - tf(-Z * Z / (2 * (K + 0.5)**2))[2]) / Z**2
assert abs(C_inf - 1) < 1e-8
print(f"K=3: C(infinity) = {C_inf:.8f}")
C = {}
for kk in (3, 10, 30):
    for zr in (0.02, 0.25, 1.0, 10.0):
        r, dv = sqrt_grid(zr / Z)
        diff = n_shells(r, kk) - n_tf(r, -Z * Z / (2 * (kk + 0.5)**2))
        C[kk, zr] = -np.sum(dv * diff / r) / Z
    print(f"K={kk}: C at ZR=0.02,0.25,1,10:", *[f"{C[kk, z]:.4f}" for z in (0.02, 0.25, 1.0, 10.0)])
    assert C[kk, 0.02] < 0.5 and abs(C[kk, 1.0] - 1) < 0.1
assert abs(C[10, 10.0] - 1) < 0.04 and abs(C[30, 10.0] - 1) < 0.04
assert abs(C[10, 1.0] - C[30, 1.0]) < 0.01
r, dv = sqrt_grid(1.0 / Z)
for kk in (3, 30):
    inside = np.sum(dv * n_shells(r, kk))
    assert inside < 1
    print(f"K={kk}: electrons inside r=1/Z: {inside:.4f} of {shells(kk)}")

# worked example
ym = yof(N)
terms = [-ym, half, -1 / (12 * ym), 1 / (5184 * ym**5)]
print(f"Ge4+: y = {y:.8f}, 1/(12y) = {1/(12*y):.8f}, 1/(5184y^5) = {1/(5184*y**5):.4e}")
acc = mp.mpf(0)
for name, t in zip(("TF", "Scott", "1/y", "1/y^5"), terms):
    acc += t * Z * Z
    print(f"{name}: term {float(t*Z*Z)*EV:.4f} eV, sum {float(acc)*EV:.4f} eV, error {float(acc-E_ex)*EV:.4e} eV")
print(f"TF relative error = {100*(y-K)/K:.2f} %")
E_sum = -Z * Z * float(fill(N))
print(f"exact E = {E_sum*EV:.4f} eV = {E_sum:.3f} hartree")
n2 = 32; f2 = (n2 - N) / (2 * (K + 1)**2); y2 = float(yof(n2)); ex2 = float(fill(n2))
closed, opened = y2 - 0.5 + 1 / (12 * y2), y2 - 0.5 + (1 / 12 - f2 * (1 - f2)) / y2
assert abs(opened - ex2) < 0.1 * abs(closed - ex2)
print(f"N={n2}: f = {f2}, y = {y2:.6f}, 1/y coefficient = {1/12-f2*(1-f2):.6f}")
print(f"N={n2}: exact {-ex2*Z*Z*EV:.1f} eV, closed-shell form {-closed*Z*Z*EV:.1f} eV, with f {-opened*Z*Z*EV:.1f} eV")

# the ion with repulsion: non-relativistic RHF/cc-pVDZ
ion = gto.M(atom='Ge 0 0 0', basis='cc-pvdz', charge=4, verbose=0)
mf = scf.RHF(ion)
mf.chkfile = None
E_hf = mf.kernel()
dm = mf.make_rdm1()
pop = np.diag(dm @ ion.intor('int1e_ovlp'))
loc = ion.ao_loc_nr(); by_l = np.zeros(3)
for i in range(ion.nbas):
    by_l[ion.bas_angular(i)] += pop[loc[i]:loc[i + 1]].sum()
E_ee = mf.energy_elec(dm)[1]
assert mf.converged and np.allclose(by_l, (6, 12, 10), atol=1e-6)
assert E_hf - E_ee > E_ex and E_ee > 0
print("RHF electrons in s, p, d:", *[f"{v:.3f}" for v in by_l])
print(f"RHF/cc-pVDZ: E = {E_hf*EV:.0f} eV = {E_hf:.2f} hartree")
print(f"RHF: repulsion {E_ee*EV:.0f} eV, one-electron part {(E_hf-E_ee)*EV:.0f} eV, E/E_model = {E_hf/E_ex:.4f}")
print("all tests passed")
```

Printed output:

```
hartree = 27.211386 eV; bohr = 0.529177 angstrom
Z = 32, K = 3, N = 28; Z^2 hartree = 27864.460 eV
level n=1: formula -13932.23 eV, basis mean -13932.23 eV
level n=2: formula -3483.06 eV, basis mean -3483.06 eV
level n=3: formula -1548.03 eV, basis mean -1548.03 eV
level n=4: formula -870.76 eV, basis mean -870.76 eV
basis: E = -83593.4 eV, T = 83593 eV, V = -167187 eV
w coefficients c1..c4: 1/3 0 -1/81 1/243
x coefficients of 1/y, 1/y^3, 1/y^5, 1/y^7: 1/12 0 -1/5184 1/62208
radius^3 from coefficient ratio = 6.7504; radius = 1.8899
K=1: N=2, y=1.442250, e=0.12019, 3-term remainder=-2.968e-05
K=2: N=10, y=2.466212, e=0.04110, 3-term remainder=-2.085e-06
K=3: N=28, y=3.476027, e=0.02069, 3-term remainder=-3.775e-07
K=10: N=770, y=10.492057, e=0.00227, 3-term remainder=-1.516e-09
K=100: N=676700, y=100.499171, e=0.00002, 3-term remainder=-1.882e-14
N=Z coefficients: Z^(7/3) -1.144714, Z^(5/3) -0.072798 hartree
open shell K=399 f=0.125: 1/y coefficient -0.0261, formula -0.0260
open shell K=399 f=0.5: 1/y coefficient -0.1667, formula -0.1667
open shell K=399 f=0.75: 1/y coefficient -0.1041, formula -0.1042
TF: mu = -1153.07 eV, r0 = 0.3996 angstrom, 1/Z = 0.01654 angstrom
TF quadrature: T = 96857.60 eV, V = -193715.21 eV, E = -96857.60 eV
best scaled trial r^-1.5 exp(-a r): E = -94863.5 eV
K=3: C(infinity) = 1.00000000
K=3: C at ZR=0.02,0.25,1,10: 0.3376 0.9846 0.9553 0.9895
K=10: C at ZR=0.02,0.25,1,10: 0.3376 0.9837 0.9521 0.9872
K=30: C at ZR=0.02,0.25,1,10: 0.3377 0.9835 0.9516 0.9856
K=3: electrons inside r=1/Z: 0.7646 of 28
K=30: electrons inside r=1/Z: 0.7940 of 18910
Ge4+: y = 3.47602664, 1/(12y) = 0.02397373, 1/(5184y^5) = 3.8012e-07
TF: term -96857.6037 eV, sum -96857.6037 eV, error -1.3264e+04 eV
Scott: term 13932.2298 eV, sum -82925.3740 eV, error 6.6800e+02 eV
1/y: term -668.0151 eV, sum -83593.3891 eV, error -1.0519e-02 eV
1/y^5: term 0.0106 eV, sum -83593.3785 eV, error 7.3046e-05 eV
TF relative error = 15.87 %
exact E = -83593.3785 eV = -3072.000 hartree
N=32: f = 0.125, y = 3.634241, 1/y coefficient = -0.026042
N=32: exact -87076.4 eV, closed-shell form -87972.9 eV, with f -87134.3 eV
RHF electrons in s, p, d: 6.000 12.000 10.000
RHF/cc-pVDZ: E = -56373 eV = -2071.67 hartree
RHF: repulsion 20832 eV, one-electron part -77205 eV, E/E_model = 0.6744
all tests passed
```
